# Mean Film Thickness in a V-Groove with Diffuse Re-emission: a numerical check

```python
"""
Result under test: mean deposition on the walls of a long V-groove, relative
to a flat surface, when re-emitted particles start uniformly over the walls:
    R = sin(phi) / (s + (1 - s) sin(phi))
phi: half-angle of the groove; s: sticking probability per hit.
Also tested: with re-emission from the landing point, R is an upper bound for
an isotropic gas and a lower bound for a beam along the symmetry axis.
Wall positions x run from 0 (apex) to 1 (mouth), in units of wall length.
Fluxes are in units of the flux on a flat surface.
"""
import numpy as np
from scipy import constants as const


def closure_ratio(phi, s):
    return np.sin(phi) / (s + (1 - s) * np.sin(phi))


def mouth_view(x, phi):
    """Fraction of cosine emission from wall position x that leaves."""
    c = np.cos(2 * phi)
    return 0.5 * (1 + (x - c) / np.sqrt(x * x + 1 - 2 * x * c))


# ---------- ray tracing in three dimensions ----------
def cosine_directions(n, rng):
    """Normal component and one tangential component of cosine emission."""
    normal = np.sqrt(1 - rng.random(n))
    tangent = np.sqrt(1 - normal**2) * np.cos(2 * np.pi * rng.random(n))
    return normal, tangent


def fly_from_wall(x, phi, rng):
    """Landing positions on the opposite wall; escaped particles dropped."""
    normal, tangent = cosine_directions(x.size, rng)
    denom = normal * np.cos(2 * phi) - tangent * np.sin(2 * phi)
    hit = (denom > 0) & (x * normal <= denom)
    return x[hit] * normal[hit] / denom[hit]


def enter_groove(n, phi, beam, rng):
    """First landing positions of particles crossing the mouth."""
    across = (2 * rng.random(n) - 1) * np.sin(phi)
    if beam:
        down, side = np.ones(n), np.zeros(n)
    else:
        down, side = cosine_directions(n, rng)
    t = np.tan(phi)
    path = np.full(n, np.inf)
    for sign in (1, -1):
        approach = sign * side + down * t
        ok = approach > 0
        length = (np.sin(phi) - sign * across[ok]) / approach[ok]
        path[ok] = np.minimum(path[ok], length)
    return (np.cos(phi) - path * down) / np.cos(phi)


def trace(phi, s, uniform, beam, n, rng):
    """Deposition ratio, its standard error, and mean hits per particle."""
    x = enter_groove(n, phi, beam, rng)
    stuck = hits = 0
    while x.size:
        hits += x.size
        leaves = rng.random(x.size) >= s
        stuck += x.size - np.count_nonzero(leaves)
        x = x[leaves]
        if uniform:
            x = rng.random(x.size)
        x = fly_from_wall(x, phi, rng)
    p = stuck / n
    scale = np.sin(phi) / s      # (mouth area / wall area) / flat sticking
    return p * scale, np.sqrt(p * (1 - p) / n) * scale, hits / n


# ---------- integral equation for local re-emission ----------
def wall_grid(order=12, panels=30):
    """Gauss points on panels that shrink by halves toward the apex."""
    edges = np.concatenate(([0.0], 2.0 ** -np.arange(panels, -1, -1.0)))
    g, gw = np.polynomial.legendre.leggauss(order)
    half = np.diff(edges)[:, None] / 2
    mid = (edges[1:] + edges[:-1])[:, None] / 2
    return (mid + half * g).ravel(), (half * gw).ravel()


def kernel(x, y, phi):
    d2 = x * x + y * y - 2 * x * y * np.cos(2 * phi)
    return 0.5 * x * y * np.sin(2 * phi) ** 2 / d2**1.5


def local_flux(phi, s, beam, grid):
    x, w = grid
    k = kernel(x[:, None], x[None, :], phi) * w
    source = np.full(x.size, np.sin(phi)) if beam else mouth_view(x, phi)
    return np.linalg.solve(np.eye(x.size) - (1 - s) * k, source)


def local_mean(phi, s, beam, grid):
    return grid[1] @ local_flux(phi, s, beam, grid)


# ---------- example parameters (rough typical values) ----------
phi_deg, s = 35.0, 0.3
phi = np.radians(phi_deg)
mouth_um, groove_um, flat_nm = 2.0, 200.0, 100.0
pressure_torr, temperature, diameter_nm = 0.3, 700.0, 0.4

rng = np.random.default_rng(12345)
grid = wall_grid()
x, w = grid
sin_phi = np.sin(phi)
R = closure_ratio(phi, s)

# view of the mouth at single points, and escape after uniform emission
n = 1_000_000
for point in (0.1, 0.5, 0.9):
    escaped = 1 - fly_from_wall(np.full(n, point), phi, rng).size / n
    assert abs(escaped - mouth_view(point, phi)) < 0.0025
escape_mc = 1 - fly_from_wall(rng.random(n), phi, rng).size / n
assert abs(escape_mc - sin_phi) < 0.0025
assert abs(w @ mouth_view(x, phi) - sin_phi) < 1e-9

# kernel against view of the mouth: each particle lands or leaves
landed = kernel(x[:, None], x[None, :], phi) @ w
inner = x > 2.0**-20
assert np.max(np.abs(landed + mouth_view(x, phi) - 1)[inner]) < 1e-7

# ray tracing against the closure formula, for both kinds of arrival
uni_mc, uni_err, hits_mc = trace(phi, s, True, False, n, rng)
assert abs(uni_mc - R) < 4.5 * uni_err
uni_beam, uni_beam_err, _ = trace(phi, s, True, True, n, rng)
assert abs(uni_beam - R) < 4.5 * uni_beam_err
hits = 1 / (s + (1 - s) * sin_phi)
assert abs(hits_mc - hits) < 0.01

# ray tracing against the integral equation for local re-emission
gas = local_mean(phi, s, False, grid)
beam = local_mean(phi, s, True, grid)
gas_mc, gas_err, _ = trace(phi, s, False, False, n, rng)
beam_mc, beam_err, _ = trace(phi, s, False, True, n, rng)
assert abs(gas_mc - gas) < 4.5 * gas_err
assert abs(beam_mc - beam) < 4.5 * beam_err
mesh_shift = abs(local_mean(phi, s, False, wall_grid(order=18)) - gas)
assert mesh_shift < 1e-7

# bounds over a range of angles and sticking probabilities
table = []
for angle in (10, 35, 60, 80):
    for stick in (0.05, 0.3, 0.7):
        a = np.radians(angle)
        row = (local_mean(a, stick, False, grid), closure_ratio(a, stick),
               local_mean(a, stick, True, grid))
        assert row[0] < row[1] < row[2]
        table.append((angle, stick) + row)

# limits of full and vanishing sticking for the isotropic gas
assert abs(local_mean(phi, 1.0, False, grid) - closure_ratio(phi, 1)) < 1e-9
assert abs(local_mean(phi, 1e-5, False, grid) - 1) < 1e-4

# leading gaps near full sticking are set by the variance of the view
view = mouth_view(x, phi)
variance = w @ (view - w @ view) ** 2
near = 0.99
gap_gas = closure_ratio(phi, near) - local_mean(phi, near, False, grid)
gap_beam = local_mean(phi, near, True, grid) - closure_ratio(phi, near)
assert abs(gap_gas / ((1 - near) * variance) - 1) < 0.05
assert abs(gap_beam / ((1 - near) ** 2 * sin_phi * variance) - 1) < 0.05

# apex value from scale invariance, against the solved flux near the apex
flux = local_flux(phi, s, False, grid)
apex = sin_phi**2 / (sin_phi**2 + s * np.cos(phi) ** 2)
near_apex = flux[np.argmin(np.abs(x - 2.0**-24))]
assert abs(near_apex - apex) < 1e-3
mouth = mouth_view(1.0, phi) + (1 - s) * (kernel(1.0, x, phi) * w) @ flux

# sizes of neglected effects
wall_um = mouth_um / (2 * sin_phi)
depth_um = wall_um * np.cos(phi)
free_path_um = 1e6 * const.k * temperature / (
    np.sqrt(2) * np.pi * (diameter_nm * 1e-9) ** 2
    * pressure_torr * const.torr)
tilt = flat_nm * (mouth - apex) / (wall_um * 1000)

print(f"half-angle: {phi_deg:.1f} degrees; sin(phi): {sin_phi:.4f}")
print(f"sticking probability: {s:.2f}")
print(f"mouth width: {mouth_um:.2f} um; groove length: {groove_um:.0f} um")
print(f"wall length: {wall_um:.3f} um; depth: {depth_um:.3f} um")
print(f"film on flat surface: {flat_nm:.1f} nm")
print(f"escape probability, ray tracing: {escape_mc:.4f}")
print(f"mean hits per entering particle, formula: {hits:.4f}")
print(f"mean hits per entering particle, ray tracing: {hits_mc:.4f}")
print(f"closure ratio R, formula: {R:.4f}")
print(f"closure ratio, ray tracing: {uni_mc:.4f} +- {uni_err:.4f}")
print(f"local re-emission, gas, integral equation: {gas:.4f}")
print(f"local re-emission, gas, ray tracing: {gas_mc:.4f} +- {gas_err:.4f}")
print(f"local re-emission, beam, integral equation: {beam:.4f}")
print(f"local re-emission, beam, ray tracing: {beam_mc:.4f} +- {beam_err:.4f}")
print(f"shift of gas value with finer mesh: {mesh_shift:.1e}")
print(f"closure excess over gas value: {100 * (R / gas - 1):.2f} %")
print(f"closure deficit below beam value: {100 * (1 - R / beam):.2f} %")
print(f"view of mouth at apex: {mouth_view(0.0, phi):.4f}")
print(f"view of mouth at top of wall: {mouth_view(1.0, phi):.4f}")
print(f"variance of view over wall: {variance:.5f}")
print(f"mean wall film, closure: {flat_nm * R:.1f} nm")
print(f"mean wall film, local gas model: {flat_nm * gas:.1f} nm")
print(f"film at apex, local gas model: {flat_nm * apex:.1f} nm")
print(f"film at top of wall, local gas model: {flat_nm * mouth:.1f} nm")
print(f"pressure: {pressure_torr:.2f} Torr; temperature: {temperature:.0f} K")
print(f"collision diameter: {diameter_nm:.2f} nm")
print(f"mean free path: {free_path_um:.0f} um")
print(f"wall length / mean free path: {wall_um / free_path_um:.4f}")
print(f"depth / groove length: {depth_um / groove_um:.4f}")
print(f"wall tilt after growth: {np.degrees(tilt):.2f} degrees")
print(f"R at the tilted half-angle: {closure_ratio(phi - tilt, s):.4f}")
print(f"R for s = 0.20: {closure_ratio(phi, 0.2):.4f}")
print(f"R for s = 0.40: {closure_ratio(phi, 0.4):.4f}")
print("phi (degrees), s, local gas, closure R, local beam (ratios):")
for angle, stick, low, mid, high in table:
    print(f"{angle:3d}  {stick:.2f}  {low:.4f}  {mid:.4f}  {high:.4f}")
print("tests ok")
```

Printed output:

```
half-angle: 35.0 degrees; sin(phi): 0.5736
sticking probability: 0.30
mouth width: 2.00 um; groove length: 200 um
wall length: 1.743 um; depth: 1.428 um
film on flat surface: 100.0 nm
escape probability, ray tracing: 0.5735
mean hits per entering particle, formula: 1.4255
mean hits per entering particle, ray tracing: 1.4249
closure ratio R, formula: 0.8176
closure ratio, ray tracing: 0.8171 +- 0.0009
local re-emission, gas, integral equation: 0.8072
local re-emission, gas, ray tracing: 0.8068 +- 0.0009
local re-emission, beam, integral equation: 0.8317
local re-emission, beam, ray tracing: 0.8314 +- 0.0009
shift of gas value with finer mesh: 3.2e-12
closure excess over gas value: 1.30 %
closure deficit below beam value: 1.69 %
view of mouth at apex: 0.3290
view of mouth at top of wall: 0.7868
variance of view over wall: 0.01908
mean wall film, closure: 81.8 nm
mean wall film, local gas model: 80.7 nm
film at apex, local gas model: 62.0 nm
film at top of wall, local gas model: 91.3 nm
pressure: 0.30 Torr; temperature: 700 K
collision diameter: 0.40 nm
mean free path: 340 um
wall length / mean free path: 0.0051
depth / groove length: 0.0071
wall tilt after growth: 0.96 degrees
R at the tilted half-angle: 0.8091
R for s = 0.20: 0.8706
R for s = 0.40: 0.7708
phi (degrees), s, local gas, closure R, local beam (ratios):
 10  0.05  0.7346  0.8078  1.0492
 10  0.30  0.3647  0.4119  0.4311
 10  0.70  0.2204  0.2309  0.2317
 35  0.05  0.9604  0.9642  1.0055
 35  0.30  0.8072  0.8176  0.8317
 35  0.70  0.6519  0.6577  0.6591
 60  0.05  0.9921  0.9923  0.9953
 60  0.30  0.9549  0.9556  0.9571
 60  0.70  0.9017  0.9023  0.9025
 80  0.05  0.9992  0.9992  0.9993
 80  0.30  0.9954  0.9954  0.9954
 80  0.70  0.9893  0.9893  0.9893
tests ok
```
